# Reference planes and the reduced bending matrix of a layered film

**Q.** I am told that a layered film has a bending stiffness matrix $D$. But $D$ contains the square of the height above a reference plane, and I may put that plane where I like. How can it describe the film?

**A.** By itself it cannot. Let us fix what is being described. The film is thin, linearly elastic and perfectly bonded, and straight lines normal to it stay straight and normal (Kirchhoff's assumption). If $s$ is the height above the reference plane and $w$ the deflection along $+s$, the in-plane displacement is $u_0-s\,\nabla w$. The strain is therefore

$$\varepsilon(s)=\varepsilon_0+s\kappa ,\qquad \kappa=-(w_{xx},\,w_{yy},\,2w_{xy}).$$

Strains are columns $(\varepsilon_{xx},\varepsilon_{yy},\gamma_{xy})$ with engineering shear $\gamma_{xy}=2\varepsilon_{xy}$, hence the 2 in $\kappa$. The stress is $\sigma=Q\varepsilon$, where $Q$ is the plane-stress stiffness, symmetric and positive definite, and free to vary through the thickness. The force and moment per unit width are

$$N=\int\sigma\,ds=A\varepsilon_0+B\kappa,\qquad M=\int s\,\sigma\,ds=B\varepsilon_0+D\kappa,$$

$$A=\int Q\,ds,\qquad B=\int sQ\,ds,\qquad D=\int s^2Q\,ds .$$

So $D$ gives the moment per curvature when the reference plane is kept unstrained. That is a different experiment for each plane.

**Q.** Then show me how much changes when the plane moves.

**A.** Raise it by $h$, so that heights become $s'=s-h$. Expanding the integrands gives

$$A'=A,\qquad B'=\int(s-h)Q\,ds=B-hA,$$

$$D'=\int(s^2-2hs+h^2)Q\,ds=D-2hB+h^2A .$$

For any column $v\neq0$, $v^TAv=\int v^TQv\,ds>0$. Thus $A$ is positive definite and has an inverse, and $hA$ vanishes only for $h=0$: every real shift changes $B$.

For $D$ the claim needs more care. Since $D'-D=h(hA-2B)$, a shift $h\neq0$ leaves $D$ alone if and only if $B=\tfrac h2A$. A homogeneous plate of thickness $t$ is such a case. From its lower face $B=\tfrac12t^2Q=\tfrac t2A$, so moving the plane to the upper face, $h=t$, restores the same $D$ and reverses $B$.

**Q.** So neither matrix belongs to the film. Is there anything that does?

**A.** Ask for an experiment that does not mention the plane: bend the film and let it stretch freely, so that $N=0$. The first relation gives $\varepsilon_0=-A^{-1}B\kappa$, and the second becomes

$$M=(D-BA^{-1}B)\kappa\equiv D^*\kappa .$$

The moment about the shifted plane is $M'=\int(s-h)\sigma\,ds=M-hN$. With $N=0$ it equals $M$. The curvature is also the same, because $w$ has not changed. As this holds for every $\kappa$, $D^*$ must be the same for both planes.

**Q.** I would rather see the matrices cancel. $A$ and $B$ need not commute, and I suspect that somebody will quietly exchange them.

**A.** Keep the order throughout:

$$\begin{aligned}
B'A^{-1}B'&=(B-hA)A^{-1}(B-hA)\\
&=BA^{-1}B-hBA^{-1}A-hAA^{-1}B+h^2AA^{-1}A\\
&=BA^{-1}B-2hB+h^2A .
\end{aligned}$$

In each cross term $A^{-1}$ stands next to the $A$ that cancels it, so no exchange is needed. Subtract this from $D'$:

$$D'-B'A^{-1}B'=(D-2hB+h^2A)-(BA^{-1}B-2hB+h^2A)=D-BA^{-1}B .$$

A numerical case with non-commuting matrices agrees. A film of unit thickness was given the stiffness $Q_a+e^{2z}Q_b+\sin^2(3z)\,Q_c$, with three random positive definite matrices. All integrals were recomputed about planes shifted by $-0.8$, $0.3$, $0.5$ and $1.7$. The largest change in $D^*$, relative to its largest entry, was $1.1\times10^{-14}$, which is rounding error.

**Q.** Does $D^*$ mean anything when the film is not free of force?

**A.** Yes. Put $\varepsilon_0=A^{-1}(N-B\kappa)$ into the moment relation:

$$M-BA^{-1}N=D^*\kappa .$$

Under a shift, $M$ loses $hN$, and $B'A^{-1}N=BA^{-1}N-hN$ loses the same amount. The left side is thus invariant as well. At fixed $N$, $D^*$ is still the change of moment per change of curvature.

The energy says the same. Per unit area,

$$U=\tfrac12\int\varepsilon^TQ\varepsilon\,ds=\tfrac12\varepsilon_0^TA\varepsilon_0+\varepsilon_0^TB\kappa+\tfrac12\kappa^TD\kappa .$$

Completing the square in $\varepsilon_0$ gives

$$U=\tfrac12(\varepsilon_0+A^{-1}B\kappa)^TA(\varepsilon_0+A^{-1}B\kappa)+\tfrac12\kappa^TD^*\kappa .$$

The last term is the least energy at given curvature. Moving the plane replaces $\varepsilon_0$ by $\varepsilon_0'=\varepsilon_0+h\kappa$, which relabels the variable being minimised and cannot alter the minimum. Two consequences follow. A strain $\varepsilon_0+s\kappa$ with $\kappa\ne0$ cannot vanish at all heights, so $D^*$ is positive definite. And $\kappa^T(D-D^*)\kappa=(B\kappa)^TA^{-1}(B\kappa)\ge0$: holding a plane unstrained never makes the film easier to bend.

**Q.** Then why not choose the neutral plane, where $B=0$ and $D=D^*$, and forget the rest?

**A.** Because such a plane need not exist. $B'=0$ requires $B=hA$, which is one number $h$ for a whole matrix. Take two layers that are each isotropic, or cubic with axes along $x$ and $y$. Both stiffnesses then share three strain modes:

- biaxial, $(1,1,0)$, with stiffness $q=Q_{11}+Q_{12}$;
- difference, $(1,-1,0)$, with $q=Q_{11}-Q_{12}$;
- shear, $(0,0,1)$, with $q=Q_{66}$.

Each mode behaves as a scalar problem. Let the layers have thicknesses $t_1,t_2$, mid-heights $z_1,z_2$ and $f_i=q_it_i$. The scalar $B$ vanishes at

$$z_n=\frac{f_1z_1+f_2z_2}{f_1+f_2}.$$

This depends on the ratio $q_1/q_2$, which can differ from mode to mode.

Since $D^*$ is invariant, we may evaluate each mode from its own neutral height. With $a=z_2-z_1=(t_1+t_2)/2$, the layer centres lie at $-f_2a/(f_1+f_2)$ and $f_1a/(f_1+f_2)$ from it. A layer contributes $q_it_i^3/12$ about its own centre plus $f_i$ times the squared distance:

$$d^*=\frac{q_1t_1^3+q_2t_2^3}{12}+\frac{f_1f_2^2+f_2f_1^2}{(f_1+f_2)^2}a^2
=\frac{q_1t_1^3+q_2t_2^3}{12}+\frac{f_1f_2}{f_1+f_2}\,a^2 .$$

No reference height is left. If $q_2\to0$, this reduces to $q_1t_1^3/12$, the single plate about its middle.

**Q.** Give me a film in which the neutral heights really differ.

**A.** Take 200 nm of a glassy oxide on 300 nm of single-crystal gold with a (001) surface, $x$ and $y$ along the cube axes. Measure $z$ from the free oxide face towards the gold. For gold I use rough elastic constants $C_{11}=190$, $C_{12}=160$, $C_{44}=42$ GPa. A free surface requires

$$\sigma_{zz}=C_{12}(\varepsilon_{xx}+\varepsilon_{yy})+C_{11}\varepsilon_{zz}=0 .$$

Eliminating $\varepsilon_{zz}$ subtracts $C_{12}^2/C_{11}=134.74$ GPa from both $C_{11}$ and $C_{12}$. This leaves $Q_{11}=55.26$, $Q_{12}=25.26$ and $Q_{66}=42.00$ GPa.

The oxide has round model values $E=70$ GPa and $\nu=0.2$. They give $Q_{11}=E/(1-\nu^2)=72.92$, $Q_{12}=\nu Q_{11}=14.58$ and $Q_{66}=E/[2(1+\nu)]=29.17$ GPa. The three modes are then:

| mode | $q$ oxide, gold (GPa) | $z_n$ (nm) | $d^*$ (nN m) |
|---|---|---|---|
| biaxial | 87.50, 80.53 | 245.0 | 0.8738 |
| difference | 58.33, 30.00 | 208.9 | 0.4239 |
| shear | 29.17, 42.00 | 270.9 | 0.3632 |

For the difference mode, in micrometres, $f_1=58.33\times0.2=11.67$ and $f_2=30\times0.3=9.00$ kN/m. Then

$$d^*=\frac{58.33(0.2)^3+30(0.3)^3}{12}+\frac{11.67\times9.00}{20.67}(0.25)^2=0.106+0.318=0.424\ \text{nN m}.$$

The oxide is the stiffer layer in this mode and draws the neutral height towards itself. In shear the gold is stiffer and draws it the other way. No single plane makes $B$ vanish.

**Q.** Now move the plane and let me watch the numbers.

**A.** The 11 entries are enough. $A_{11}=72.92\times0.2+55.26\times0.3=31.16$ kN/m for every plane.

| plane | $B_{11}$ (mN) | $D_{11}$ (nN m) | $(BA^{-1}B)_{11}$ (nN m) | $D^*_{11}$ (nN m) |
|---|---|---|---|---|
| oxide face | 7.2610 | 2.3497 | 1.7008 | 0.6489 |
| middle | −0.5296 | 0.6669 | 0.0180 | 0.6489 |
| gold face | −8.3202 | 2.8793 | 2.2305 | 0.6489 |

From the oxide face to the middle $h=0.25$ µm, and the shift law gives $D'_{11}=2.3497-0.5\times7.2610+0.0625\times31.162=0.667$ nN m. Both $D_{11}$ and the subtracted term fall by 1.6828 nN m.

One entry may look wrong at first. At the middle plane $D_{12}=0.2080$ nN m is smaller than $D^*_{12}=0.2249$ nN m. The inequality $D\ge D^*$ concerns the energy $\kappa^TD\kappa$ and hence the diagonal entries. It does not order the off-diagonal ones.

**Q.** A released film bends by itself, from misfit. Does the plane creep back in through the load?

**A.** It would if only the stiffness were reduced. Let $e(z)$ be the strain that each layer would adopt if it were free, so $\sigma=Q(\varepsilon-e)$. Define $N_m=\int Qe\,ds$ and $M_m=\int sQe\,ds$. The energy becomes

$$U=\tfrac12\varepsilon_0^TA\varepsilon_0+\varepsilon_0^TB\kappa+\tfrac12\kappa^TD\kappa-\varepsilon_0^TN_m-\kappa^TM_m+\tfrac12\int e^TQe\,ds .$$

Its minimum over $\varepsilon_0$ satisfies $A\varepsilon_0=N_m-B\kappa$. Inserting this replaces the terms in $\varepsilon_0$ by $-\tfrac12(N_m-B\kappa)^TA^{-1}(N_m-B\kappa)$. Collecting powers of $\kappa$,

$$U=U_{\rm flat}+\tfrac12\kappa^TD^*\kappa-\kappa^TM^*,\qquad M^*=M_m-BA^{-1}N_m .$$

Here $U_{\rm flat}$ is the energy of the film that is free to stretch but kept flat. Under a shift $M_m'=M_m-hN_m$ and $B'A^{-1}N_m=BA^{-1}N_m-hN_m$, so $M^*$ is invariant too.

Let the gold want to be 0.20 % longer than the oxide in both directions. Its misfit stress is $80.53\times0.002=0.161$ GPa, and over 300 nm this gives $N_m=48.32$ N/m, acting at the centre of the gold, $z=350$ nm. Thus $M_m$ is 16.911, 4.832 and −7.247 µN about the oxide face, the middle and the gold face. For a biaxial load $BA^{-1}$ is multiplication by the height of the biaxial neutral level above the reference plane, so each plane gives

$$M^*=48.32\ \text{N/m}\times(350-245.0)\ \text{nm}=5.074\ \text{µN}$$

in both directions. It is positive, so the gold side becomes the longer one and the film curls with the oxide inside.

**Q.** Curls into what? A biaxial load could make a bowl.

**A.** A small piece does become a bowl. Minimising $U$ freely gives $\kappa=D^{*-1}M^*$, with equal curvatures and radius $0.8738/5.074$ mm $=172$ µm. A bowl of width $b$ and radius $R$, however, must stretch, with strains that scale as $(b/R)^2$; in an isotropic disc of diameter $b$ the largest is only about $0.03\,(b/R)^2$. The stretching energy per area therefore scales as $Et(b/R)^4$, and the bending energy as $Et^3/R^2$. The two match at $b\sim\sqrt{Rt}$, here about 10 µm, but this leaves out numerical factors. For a disc with uniform curvatures, minimising both energies together keeps the bowl up to a diameter of about 40 µm. The stretching flattens it on the way: the radius stays near 172 µm only up to about 10 µm across, and reaches about 255 µm at 40 µm. A film hundreds of micrometres wide avoids the stretching by bending in one direction.

For a cylinder of curvature $k$ along the angle $\theta$ from $x$, $\kappa=kn$ with $n=(\cos^2\theta,\sin^2\theta,2\sin\theta\cos\theta)$. Then $U-U_{\rm flat}=\tfrac12k^2\,n\!\cdot\!D^*n-k\,n\!\cdot\!M^*$, and its minimum is at

$$k=\frac{n\cdot M^*}{n\cdot D^*n},\qquad U_{\rm flat}-U=\frac{(n\cdot M^*)^2}{2\,n\cdot D^*n}.$$

The load does not choose a direction, since $\cos^2\theta+\sin^2\theta=1$ makes $n\cdot M^*$ equal to 5.074 µN at every angle. The stiffness does:

$$n\cdot D^*n=D^*_{11}(\cos^4\theta+\sin^4\theta)+(2D^*_{12}+4D^*_{66})\sin^2\theta\cos^2\theta$$

$$=D^*_{11}+\tfrac12\sin^2 2\theta\,\bigl(2D^*_{66}-D^*_{11}+D^*_{12}\bigr).$$

The bracket is $2\times0.3632-0.4239=0.3025$ nN m, so the film is softest for curvature along ⟨100⟩. For isotropic layers $Q_{11}-Q_{12}=2Q_{66}$. The bilayer formula is proportional to a common factor in the $q$'s, so the bracket would then vanish. The oxide obeys that relation, while gold has 30 against 84 GPa. The preference therefore comes from the gold crystal. It is a preference in energy per area; in a real release the outline of the film and the order in which its edges come free can also steer the roll.

Along ⟨100⟩ the radius is $0.6489/5.074$ mm $=128$ µm and the energy released is 19.8 mJ/m². Along ⟨110⟩, with the same layers and misfit, the values are 158 µm and 16.1 mJ/m².

**Q.** How badly would I do with plain $D$ and plain $M_m$?

**A.** That amounts to setting $\varepsilon_0=0$ on your plane. The ratio $D_{11}/M_m$ gives 138.9 µm from the oxide face, 138.0 µm from the middle and −397.3 µm from the gold face. The last has the film curling the wrong way. Even at the middle, where $BA^{-1}B$ is only 3 % of $D^*$ in the 11 entry, the radius is 8 % too large: $D_{11}$ is 3 % too high and the moment 5 % too low.

**Q.** Would a real film have a radius of 128 µm?

**A.** I would not promise the third digit, or even the second, because the elastic constants and the misfit are rough model values. The gold might also be polycrystalline, with (111) planes parallel to the surface and grains turned at random about the normal. Such a film is nearly isotropic in its plane and would lose the directional preference. It is also stiffer: the same misfit would give about 380 MPa in the flat gold, above the rough strength quoted below, so it might yield and an elastic radius could mislead.

Several neglected effects can be sized, each with everything else held fixed:

- **Temperature.** With a rough expansion difference of $13\times10^{-6}$ per kelvin, warming by 20 K adds 13 % to the misfit and shrinks the radius by about 12 %.
- **Surface stress.** A rough 1 N/m on the outer gold face acts 255 nm from the biaxial neutral level. It opposes the curl with 0.255 µN and enlarges the radius by about 5 %. Tension on the oxide face, left out here, would act the other way.
- **Yielding.** The gold carries 161 MPa if the film is held flat with the oxide unstrained, and a von Mises stress of at most 82 MPa once rolled along ⟨100⟩ (106 MPa along ⟨110⟩), against a rough film strength of 300 MPa. Slow relaxation is not included. As $k$ is proportional to the misfit, losing a tenth of it would enlarge the radius by 11 %.

Surface stress matters more in thinner films. If both layers are scaled down together at fixed misfit, $M^*$ falls as $t^2$ but the surface moment only as $t$. At a tenth of the thickness the radius without surface stress is 12.8 µm. The same 1 N/m then cancels half of the driving moment and doubles that radius.

**Q.** And when does the invariance itself fail?

**A.** When surfaces at different heights no longer share one $\kappa$. Slip alone does not do this. If the layers slide freely but stay in contact, each has its own $\varepsilon_0$, and one set of $A$, $B$, $D$ no longer describes the film. But with no in-plane force on any layer, the bending stiffness is the sum of the layers' own $D^*$, which is again independent of the plane. Here its 11 entry would be 0.173 nN m instead of 0.649. If the film is not thin compared with its radius, parallel surfaces have different curvatures, $1/R$ and $1/(R+h)$, so $\kappa'=\kappa$ is itself an approximation. Here its relative error is at most about $t/R=0.39$ %. The numerical output below lists the remaining matrix entries for the three planes.

## Values computed for the example and the checks

```
Matrix triples are the entries 11, 12, 66
graded film, largest relative change of D*: 1.1e-14
gold C11, C12, C44 (rough): 190, 160, 42 GPa
oxide E: 70 GPa, Poisson ratio: 0.2
oxide, gold thickness: 200, 300 nm
misfit strain of gold: 0.20 %
Q gold: 55.26, 25.26, 42.00 GPa
Q oxide: 72.92, 14.58, 29.17 GPa
A (every plane): 31.162, 10.496, 18.433 kN/m
Reference plane at oxide face, z = 0 nm
  B: 7.2610, 2.9443, 4.9933 mN
  D: 2.3497, 1.0242, 1.7158 nN m
  B A^-1 B: 1.7008, 0.7992, 1.3526 nN m
  D*: 0.6489, 0.2249, 0.3632 nN m
  misfit moment Mm: 16.911 uN
  driving moment M*: 5.074 uN
  wrong radius, e0 = 0 on this plane: 138.9 um
Reference plane at mid, z = 250 nm
  B: -0.5296, 0.3204, 0.3850 mN
  D: 0.6669, 0.2080, 0.3712 nN m
  B A^-1 B: 0.0180, -0.0170, 0.0080 nN m
  D*: 0.6489, 0.2249, 0.3632 nN m
  misfit moment Mm: 4.832 uN
  driving moment M*: 5.074 uN
  wrong radius, e0 = 0 on this plane: 138.0 um
Reference plane at gold face, z = 500 nm
  B: -8.3202, -2.3035, -4.2233 mN
  D: 2.8793, 0.7038, 1.3308 nN m
  B A^-1 B: 2.2305, 0.4788, 0.9676 nN m
  D*: 0.6489, 0.2249, 0.3632 nN m
  misfit moment Mm: -7.247 uN
  driving moment M*: 5.074 uN
  wrong radius, e0 = 0 on this plane: -397.3 um
misfit force Nm: 48.32 N/m
biaxial mode: q oxide 87.50, q gold 80.53 GPa
  neutral height 245.0 nm, d* 0.8738 nN m
difference mode: q oxide 58.33, q gold 30.00 GPa
  neutral height 208.9 nm, d* 0.4239 nN m
shear mode: q oxide 29.17, q gold 42.00 GPa
  neutral height 270.9 nm, d* 0.3632 nN m
gold plate alone, D11 from either face: 0.4974, 0.4974 nN m
gold plate alone, B11 from either face: 2.4868, -2.4868 mN
n.D*.n along <100>, <110>: 0.6489, 0.8001 nN m
roll radius, curvature along <100>: 127.87 um
roll radius, curvature along <110>: 157.67 um
energy released <100>, <110>: 19.841, 16.091 mJ/m2
radius shift, 2 to 4 Gauss points: 0.0e+00 um
radius shift, 4 to 8 Gauss points: 8.5e-14 um
gold von Mises stress, flat: 161 MPa
gold von Mises stress, rolled, largest: 82 MPa
oxide tension, rolled, largest: 88 MPa
flat gold stress / rough strength 300 MPa: 0.54
surface stress 1 N/m on gold, radius change: +5.3 %
warming 20 K at 13e-6 /K, radius change: -11.5 %
thickness / radius: 0.39 %
edge zone sqrt(R t): 8.0 um; one turn 2 pi R: 803 um
```
